# Spin-orbit coupling of the J = 3/2 levels in bismuth's p³ shell

## First half: the spin-orbit matrix

A free bismuth atom has three electrons in its 6p shell. By Hund's rules the lowest term is $^4S$, which has no orbital angular momentum. A magnetic interaction between spin and orbital motion would then seem to have nothing to act on, yet bismuth is heavy and its spin-orbit interaction is strong. This problem asks what that interaction does to the ground level. The answer matters for the energetics of bismuth precursors, because the free atom is the reference from which atomization energies are counted.

The model has one configuration, p³ outside closed shells, and one radial function shared by all p electrons. The spin-orbit operator is

$$H_{so}=\zeta\sum_{i=1}^{3}\mathbf l_i\cdot\mathbf s_i,\qquad \zeta>0,$$

with angular momenta in units of $\hbar$, so that $\zeta$ is an energy. The Coulomb repulsion inside the shell is added in the second half.

A spin orbital is written $m^{\pm}$, where $m=1,0,\bar 1$ is the orbital projection ($\bar 1$ means $-1$) and the sign gives the spin projection $\pm\tfrac12$. A symbol such as $|1^+0^+\bar1^+|$ is a normalized Slater determinant. Exchanging two entries changes its sign, and a repeated entry makes it zero. The standard order is $1^+,1^-,0^+,0^-,\bar1^+,\bar1^-$.

### (a) How does $\mathbf l\cdot\mathbf s$ act on each of the six spin orbitals?

**Solution.** With $l_\pm=l_x\pm il_y$ and $s_\pm=s_x\pm is_y$,

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12\left(l_+s_-+l_-s_+\right).$$

For $l=1$ the ladder operators give $l_+|0\rangle=\sqrt2|1\rangle$, $l_+|\bar1\rangle=\sqrt2|0\rangle$, $l_-|1\rangle=\sqrt2|0\rangle$ and $l_-|0\rangle=\sqrt2|\bar1\rangle$, while $l_+|1\rangle=l_-|\bar1\rangle=0$. For the spin, $s_-$ turns $+$ into $-$ with factor 1, and $s_+$ does the reverse. Each allowed flip therefore carries the factor $\tfrac12\sqrt2=1/\sqrt2$:

$$\begin{aligned}
1^+&\to\tfrac12\,1^+, & 1^-&\to-\tfrac12\,1^-+\tfrac1{\sqrt2}\,0^+,\\
0^+&\to\tfrac1{\sqrt2}\,1^-, & 0^-&\to\tfrac1{\sqrt2}\,\bar1^+,\\
\bar1^+&\to-\tfrac12\,\bar1^++\tfrac1{\sqrt2}\,0^-, & \bar1^-&\to\tfrac12\,\bar1^-.
\end{aligned}$$

Every flip keeps $m+m_s$ fixed, as it must, since $\mathbf l\cdot\mathbf s$ commutes with the total angular momentum $\mathbf j=\mathbf l+\mathbf s$.

The one-electron energies follow from $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-s(s+1)]$. They are $\zeta/2$ for $j=3/2$ and $-\zeta$ for $j=1/2$. A single p electron is thus split by $3\zeta/2$, which gives $\zeta$ a direct meaning.

### (b) Construct the states with $J=M=3/2$ for each term of p³.

**Solution.** Since $M=M_L+M_S$ is conserved, it is enough to list the determinants with $M=3/2$. There are four:

$$\begin{aligned}
Q&=|1^+0^+\bar1^+| &&(M_L=0,\ M_S=\tfrac32),\\
A&=|1^+1^-\bar1^+|,\quad B=|1^+0^+0^-| &&(M_L=1,\ M_S=\tfrac12),\\
C&=|1^+1^-0^-| &&(M_L=2,\ M_S=-\tfrac12).
\end{aligned}$$

*The quartet.* The raising operator $L_+$ turns $0^+$ into $1^+$ or $\bar1^+$ into $0^+$. Either change repeats an entry of $Q$, so $L_+Q=0$. All spins are already up, so $S_+Q=0$ as well. A state annihilated by both raising operators has $L=M_L$ and $S=M_S$. Hence $Q$ has $L=0$, $S=\tfrac32$: it is $^4S$ with $J=M=\tfrac32$.

*The doublet D.* The determinant $T=|1^+1^-0^+|$ has $M_L=2$ and $M_S=\tfrac12$. Raising $0^+$ to $1^+$ repeats an entry, and so does raising the spin of $1^-$, so $L_+T=S_+T=0$. It therefore belongs to $^2D$, and since $M=\tfrac52$ it is the top state of $^2D_{5/2}$. Lowering its orbital part gives three contributions:

$$L_-T=\sqrt2\left(|0^+1^-0^+|+|1^+0^-0^+|+|1^+1^-\bar1^+|\right)=\sqrt2\,(0-B+A).$$

The minus sign comes from restoring $0^-0^+$ to the standard order. The normalized $^2D$ state with $M_L=1$, $M_S=\tfrac12$ is therefore

$$D_1=\frac{A-B}{\sqrt2},\qquad L_-T=2D_1.$$

Lowering the spin of $1^+$ in $T$ produces a second $1^-$ and gives zero, while lowering the spin of $0^+$ gives $|1^+1^-0^-|$. Thus $S_-T=C$, and

$$J_-T=(L_-+S_-)T=2D_1+C .$$

This is proportional to the $J=\tfrac52$, $M=\tfrac32$ state. Within $^2D$ the only states with $M=\tfrac32$ are combinations of $D_1$ and $C$, and the combination orthogonal to $J=\tfrac52$ must have $J=\tfrac32$:

$$D=\frac{2C-D_1}{\sqrt5}.$$

*The doublet P.* The combination of $A$ and $B$ orthogonal to $D_1$ is

$$P=\frac{A+B}{\sqrt2}.$$

To identify it, apply the raising operators. From $A$, the change $\bar1^+\to0^+$ gives $L_+A=\sqrt2\,T$. From $B$, the change $0^-\to1^-$ gives $\sqrt2\,|1^+0^+1^-|=-\sqrt2\,T$. Their sum vanishes, so $L_+P=0$. Raising the spin of $1^-$ in $A$ or of $0^-$ in $B$ repeats an entry, so $S_+P=0$. Hence $P$ is $^2P$ with $J=M=\tfrac32$.

The list of terms is complete. The dimensions of $^4S$, $^2D$ and $^2P$ are 4, 10 and 6, which add to the $\binom63=20$ determinants of the shell. The levels are $^4S_{3/2}$, $^2D_{3/2}$, $^2D_{5/2}$, $^2P_{1/2}$ and $^2P_{3/2}$, three of them with $J=\tfrac32$.

### (c) What does the spin-orbit operator do to the quartet? Find its first-order shift and all its direct couplings.

**Solution.** A sum of one-electron operators acts on a determinant by changing one entry at a time and adding the results. From part (a):

- changing $1^+$ gives $\tfrac12Q$;
- changing $0^+$ gives $\tfrac1{\sqrt2}|1^+1^-\bar1^+|=\tfrac1{\sqrt2}A$;
- changing $\bar1^+$ gives $-\tfrac12Q+\tfrac1{\sqrt2}|1^+0^+0^-|=-\tfrac12Q+\tfrac1{\sqrt2}B$.

The two terms in $Q$ cancel, and

$$H_{so}\,Q=\zeta\,\frac{A+B}{\sqrt2}=\zeta\,P. \tag{1}$$

Three results can be read from this equation. The expectation value $\langle Q|H_{so}|Q\rangle$ is zero, the element $\langle D|H_{so}|Q\rangle$ is zero, and $\langle P|H_{so}|Q\rangle=\zeta$. Nothing is left over, so $^2P_{3/2}$ is the only p³ level to which the quartet couples directly.

The $^4S$ term is fourfold degenerate, and first-order theory requires the whole $4\times4$ matrix of $H_{so}$ in it. Because $H_{so}$ commutes with $\mathbf J$, elements between different $M$ vanish and the diagonal ones are the same for every $M$. The diagonal one for $M=\tfrac32$ is zero, so the whole matrix is zero and there is no first-order shift of any of the four states.

The selection of $L=1$ has a general reason. For fixed spin component, write $V_b=\sum_i l_{ib}s_{iq}$. Under orbital rotations this is a vector, $[L_a,V_b]=i\sum_c\epsilon_{abc}V_c$. Acting on a state with $L=0$, for which $L_aQ=0$, it obeys

$$L_aV_bQ=i\sum_c\epsilon_{abc}V_cQ .$$

Applying $L_a$ once more and summing over $a$,

$$\mathbf L^2V_bQ=-\sum_{acd}\epsilon_{abc}\epsilon_{acd}V_dQ=2V_bQ,$$

because $\epsilon_{acd}=-\epsilon_{adc}$ and $\sum_{ac}\epsilon_{abc}\epsilon_{adc}=2\delta_{bd}$. The value 2 is $L(L+1)$ for $L=1$. An $L=0$ state is therefore sent entirely into $L=1$, and in p³ the single term with $L=1$ is $^2P$.

In physical terms, the quartet fills the three orbitals evenly with parallel spins, so the contributions $m\,m_s$ of the electrons cancel. The operator still acts on individual electrons. It can flip one spin while changing that electron's $m$, and this removes the even filling. A vanishing average is compatible with a strong coupling to another state.

### (d) Complete the $J=3/2$ matrix.

**Solution.** The same replacement rule is applied to $A$, $B$ and $C$. For $A=|1^+1^-\bar1^+|$ the diagonal parts add to $\tfrac12-\tfrac12-\tfrac12=-\tfrac12$. The flips are $1^-\to0^+$, which gives $Q$, and $\bar1^+\to0^-$, which gives $C$:

$$H_{so}A=\zeta\left[-\tfrac12A+\tfrac1{\sqrt2}(Q+C)\right].$$

For $B=|1^+0^+0^-|$ the diagonal part is $\tfrac12$. The flips are $0^+\to1^-$, giving $C$, and $0^-\to\bar1^+$, giving $Q$:

$$H_{so}B=\zeta\left[\tfrac12B+\tfrac1{\sqrt2}(C+Q)\right].$$

Adding these and dividing by $\sqrt2$,

$$H_{so}P=\zeta\left[Q+C-\tfrac12\,\frac{A-B}{\sqrt2}\right]=\zeta\left[Q+C-\tfrac12D_1\right].$$

The last two terms are a multiple of $D$, since $\tfrac{\sqrt5}{2}D=\tfrac12(2C-D_1)=C-\tfrac12D_1$. Thus

$$H_{so}P=\zeta\left[Q+\tfrac{\sqrt5}{2}D\right]. \tag{2}$$

For $D$, two pieces are needed. In $C=|1^+1^-0^-|$ the diagonal parts cancel, $\tfrac12-\tfrac12+0=0$. The flip $1^-\to0^+$ gives $B$ and the flip $0^-\to\bar1^+$ gives $A$, so $H_{so}C=\zeta(A+B)/\sqrt2=\zeta P$. Subtracting the results for $A$ and $B$, the flips cancel and

$$H_{so}D_1=\zeta\,\frac{-\frac12A-\frac12B}{\sqrt2}=-\tfrac12\zeta P.$$

Therefore

$$H_{so}D=\frac{\zeta}{\sqrt5}\left(2+\tfrac12\right)P=\tfrac{\sqrt5}{2}\,\zeta\,P. \tag{3}$$

Equations (1) to (3) give the matrix in the order $(Q,D,P)$:

$$H_{so}=\zeta\begin{pmatrix}0&0&1\\0&0&\tfrac{\sqrt5}2\\1&\tfrac{\sqrt5}2&0\end{pmatrix}. \tag{4}$$

Equations (2) and (3) were obtained separately, and they agree on the element between $D$ and $P$, as a Hermitian operator requires. The signs of the two couplings depend on the phases chosen for the states. Reversing the sign of $Q$ or of $D$ reverses one coupling and leaves the eigenvalues unchanged, so no energy depends on that choice.

All three diagonal elements vanish, so first-order theory moves none of the $J=\tfrac32$ levels. The matrix is the same for each of the four values of $M$.

### (e) What happens to $^2D_{5/2}$ and $^2P_{1/2}$?

**Solution.** Each is the only level of its $J$ in p³. Since $H_{so}$ conserves $J$, each can have only a diagonal shift. For $^2D_{5/2}$ use the top state $T=|1^+1^-0^+|$: its diagonal value is $\tfrac12-\tfrac12+0=0$.

For $^2P_{1/2}$ use a trace. A rotation of all spins by $\pi$ about the $x$ axis maps the states of a term among themselves and reverses $s_{iy}$ and $s_{iz}$. It leaves the orbital operators alone, so the traces of $l_{iy}s_{iy}$ and $l_{iz}s_{iz}$ over the term equal their own negatives and are zero. A rotation of all spins by $\pi$ about $z$ does the same for $l_{ix}s_{ix}$. The trace of $H_{so}$ over $^2P$ thus vanishes, which means

$$4E_{3/2}+2E_{1/2}=0,$$

where $E_J$ are the diagonal shifts. Part (d) gave $E_{3/2}=0$, so $E_{1/2}=0$.

Both levels stay at the energies of their terms within this configuration. They serve as fixed marks against which the motion of the three $J=\tfrac32$ levels can be measured.

## Second half: term energies and the lowering

The states $Q$, $D$, $P$ are the $J=\tfrac32$ members of $^4S$, $^2D$, $^2P$. The spin-orbit parameter is $\zeta$, and $H_{so}$ couples $Q$ to $P$ with strength $\zeta$ and $D$ to $P$ with strength $\tfrac{\sqrt5}2\zeta$. All other elements in this block vanish, and $^2D_{5/2}$ and $^2P_{1/2}$ are unshifted. The determinants needed again are $Q=|1^+0^+\bar1^+|$, $T=|1^+1^-0^+|$ (a $^2D$ state), $A=|1^+1^-\bar1^+|$ and $B=|1^+0^+0^-|$.

### (f) Find the Coulomb energies of the three terms.

**Solution.** The repulsion is expanded in Legendre polynomials of the angle between the two electrons. For p electrons the orders $k=0$ and $k=2$ contribute: odd orders vanish by parity, and a product of two $l=1$ functions contains nothing above order 2. Let $F^0$ and $F^2$ be the radial integrals, and write $F_0=F^0$ and $F_2=F^2/25$.

The energy of a determinant is a sum over its pairs: a direct integral $\mathcal J$, minus an exchange integral $\mathcal K$ if the spins are parallel. The monopole part gives $F_0$ for each pair and no exchange between different $m$, hence $3F_0$ for every state. This common constant is dropped.

For the quadrupole part, the addition theorem gives $P_2(\cos\gamma)=\sum_qC_{2q}^*(1)C_{2q}(2)$, where $C_{2q}=\sqrt{4\pi/5}\,Y_{2q}$. Direct integrals involve the averages of $C_{20}=\tfrac12(3\cos^2\theta-1)$. Since $\langle\cos^2\theta\rangle$ is $\tfrac35$ for $m=0$ and $\tfrac15$ for $m=\pm1$, these averages are $\tfrac25$ and $-\tfrac15$. Their products give, in units of $F_2$,

$$\mathcal J_{00}=4,\qquad \mathcal J_{10}=\mathcal J_{\bar10}=-2,\qquad \mathcal J_{11}=\mathcal J_{1\bar1}=1.$$

Exchange integrals are squares of transition elements. With $z=\cos\theta$,

$$|\langle1|C_{21}|0\rangle|=\frac{3\sqrt3}{8\pi}\,2\pi\int_{-1}^1(1-z^2)z^2dz=\frac{3\sqrt3}{4}\cdot\frac4{15}=\frac{\sqrt3}5,$$

$$|\langle1|C_{22}|\bar1\rangle|=\sqrt{\tfrac38}\,\frac{3}{8\pi}\,2\pi\int_{-1}^1(1-z^2)^2dz=\sqrt{\tfrac38}\cdot\frac34\cdot\frac{16}{15}=\frac45\sqrt{\tfrac38}.$$

Their squares are $\tfrac3{25}$ and $\tfrac6{25}$, so $\mathcal K_{10}=\mathcal K_{\bar10}=3$ and $\mathcal K_{1\bar1}=6$ in units of $F_2$. Now

$$\begin{aligned}
E(Q)/F_2&=(-2-2+1)-(3+3+6)=-15,\\
E(T)/F_2&=\mathcal J_{11}+2\mathcal J_{10}-\mathcal K_{10}=1-4-3=-6,\\
E(A)/F_2&=\mathcal J_{11}+2\mathcal J_{1\bar1}-\mathcal K_{1\bar1}=1+2-6=-3,\\
E(B)/F_2&=\mathcal J_{00}+2\mathcal J_{10}-\mathcal K_{10}=4-4-3=-3.
\end{aligned}$$

$A$ and $B$ span one $^2D$ and one $^2P$ state, and a trace does not depend on the basis. Therefore $E(^2D)+E(^2P)=-6F_2$, and since $E(^2D)=-6F_2$, $E(^2P)=0$. The repulsion conserves $L$ and $S$, so it does not couple the terms.

### (g) By what route is the ground level lowered, and what part does $^2D$ play?

**Solution.** Measure energies from the uncoupled quartet, $x=E+15F_2$, and let $\Delta_D=9F_2$ and $\Delta_P=15F_2$. The matrix is

$$\begin{pmatrix}0&0&\zeta\\0&\Delta_D&\tfrac{\sqrt5}2\zeta\\\zeta&\tfrac{\sqrt5}2\zeta&\Delta_P\end{pmatrix}.$$

Its determinant is $-\zeta^2\Delta_D<0$, so the number of negative eigenvalues is one or three. The trace $\Delta_D+\Delta_P$ is positive, which rules out three. Exactly one root is negative, and this is the ground level: the quartet is lowered for every $\zeta>0$ in this model. The levels $^2D_{5/2}$ and $^2P_{1/2}$, at $\Delta_D$ and $\Delta_P$, lie above it.

With amplitudes $c_Q,c_D,c_P$, the first two rows of the eigenvalue equation give

$$\frac{c_P}{c_Q}=\frac x\zeta,\qquad c_D=-\frac{\sqrt5}{2}\,\frac{\zeta c_P}{\Delta_D-x},\qquad \frac{c_D}{c_Q}=-\frac{\sqrt5}{2}\,\frac{x}{\Delta_D-x}. \tag{5}$$

The third row is $\zeta c_Q+\tfrac{\sqrt5}2\zeta c_D+(\Delta_P-x)c_P=0$. Inserting $c_D$ and then using $x=\zeta c_P/c_Q$,

$$x=-\frac{\zeta^2}{\Delta_P-x-\dfrac{5\zeta^2}{4(\Delta_D-x)}}. \tag{6}$$

If $^2P$ is deleted from the space, $Q$ has no coupling left. It is then an exact eigenstate with $x=0$, whatever the value of $\zeta$. In this sense the lowering comes only through $^2P$.

The phrase must not be read as a two-level formula. The doublet $^2D$ enters through $^2P$, by the path $Q\to P\to D\to P\to Q$. By the variational principle, adding $D$ to the space spanned by $Q$ and $P$ cannot raise the lowest eigenvalue, so $^2D$ can only deepen the lowering. Without it the result would be

$$x_{QP}=\frac{\Delta_P}2-\sqrt{\frac{\Delta_P^2}4+\zeta^2}. \tag{7}$$

### (h) Find the limits of weak and strong spin-orbit coupling.

**Solution.** For $\zeta\ll F_2$, insert $x\approx-\zeta^2/\Delta_P$ in the denominator of (6). To order $\zeta^2$ it becomes $\Delta_P+\zeta^2/\Delta_P-5\zeta^2/(4\Delta_D)$. Expanding its inverse,

$$x=-\frac{\zeta^2}{\Delta_P}+\frac{\zeta^4}{\Delta_P^3}-\frac{5\zeta^4}{4\Delta_P^2\Delta_D}+\dots$$

The fourth-order coefficient is $\tfrac1{3375}-\tfrac1{1620}=\tfrac{12-25}{40500}$ in units of $F_2^{-3}$, so

$$x=-\frac{\zeta^2}{15F_2}-\frac{13\,\zeta^4}{40500\,F_2^3}+\dots \tag{8}$$

The leading term contains $^2P$ alone. In fourth order $^2D$ appears, and it reverses the sign that the two-level model would give.

For $F_2\to0$ the gaps vanish and (6) becomes $x=-\zeta^2/[-x+5\zeta^2/(4x)]$. Multiplying out gives $x^2=\tfrac94\zeta^2$, so the lowest root is $x=-\tfrac32\zeta$. This agrees with jj coupling: two electrons in $j=\tfrac12$ and one in $j=\tfrac32$ have energy $-2\zeta+\tfrac12\zeta$. Equation (5) then gives $c_P/c_Q=-\tfrac32$ and $c_D/c_Q=\tfrac{\sqrt5}2$. The squares $1:\tfrac54:\tfrac94$ add to $\tfrac92$, so the weights of $^4S$, $^2D$ and $^2P$ are $\tfrac29$, $\tfrac5{18}$ and $\tfrac12$.

### (i) Evaluate the lowering for $F_2=0.12$ eV and $\zeta=1.25$ eV.

**Solution.** These are round model parameters in the regime of bismuth's 6p shell. $F_2$ is an effective value suited to the observed levels; the unscreened Hartree–Fock value is about 0.18 eV, and with it the same $\zeta$ gives a lowering of only about 0.65 eV. The gaps are $\Delta_D=1.08$ eV and $\Delta_P=1.80$ eV; the couplings are 1.25 eV and 1.40 eV. Couplings and gaps are comparable, so the matrix must be diagonalized. The lowest root is $x=-0.9066$ eV, and (6) confirms it:

$$\frac{-1.5625}{1.80+0.9066-1.9531/1.9866}=\frac{-1.5625}{1.7234}=-0.9066\ \text{eV}.$$

The lowering is about 0.91 eV, or 7300 cm⁻¹. From (5), $c_P/c_Q=-0.725$ and $c_D/c_Q=0.510$, which give weights of 56% $^4S$, 15% $^2D$ and 29% $^2P$. The label $^4S_{3/2}$ describes little more than half of the state.

With $F_2$ held at 0.12 eV, the lowering varies with $\zeta$ as follows (all in eV):

| $\zeta$ | full $x$ | second order | without $^2D$ |
|---|---|---|---|
| 0.10 | −0.0056 | −0.0056 | −0.0055 |
| 0.50 | −0.148 | −0.139 | −0.130 |
| 1.25 | −0.907 | −0.868 | −0.640 |
| 2.50 | −2.651 | −3.472 | −1.757 |

At $\zeta=1.25$ eV, second order differs from the full result by only 4%, but the series is not reliable there. The fourth-order term is −0.45 eV, and adding it gives −1.32 eV, much worse. The denominator above shows the reason for the close agreement: the level repulsion adds 0.91 eV to $\Delta_P$, and the $^2D$ term removes 0.98 eV.

The cancellation is complete when (6) is solved by $x=-\zeta^2/\Delta_P$. This requires $\Delta_D+\zeta^2/\Delta_P=\tfrac54\Delta_P$, or $\zeta^2=\tfrac{585}4F_2^2$, so $\zeta\approx12F_2$. The example has $\zeta/F_2\approx10$, close to this crossing. The agreement is accidental, and the last row of the table shows it lost. Leaving out $^2D$ at $\zeta=1.25$ eV costs 0.27 eV of the lowering.

### (j) How does the model compare with real bismuth, and what does it neglect?

**Solution.** Measured from the ground level, the model places the other levels at 1.49 eV (second $J=\tfrac32$), 1.99 eV ($^2D_{5/2}$), 2.71 eV ($^2P_{1/2}$) and 4.11 eV (third $J=\tfrac32$). The excited levels of this configuration in the real atom lie at roughly 1.4, 1.9, 2.7 and 4.1 eV. The parameters were chosen to suit that regime, so the agreement is not an independent prediction. The lowering itself is not a spectroscopic interval, because its reference, the atom without spin-orbit coupling, cannot be prepared.

Real bismuth breaks two assumptions whose effects can be sized with rough inputs, holding $F_2$ and $\zeta$ fixed.

*One configuration.* Two 6s electrons can be promoted to give 6p⁵, whose single term is $^2P$. The Coulomb interaction conserves $L$ and $S$, so it mixes this configuration directly with $^2P$ of p³ alone. For a 6s–6p orbital gap of 9 eV and a radial s–p exchange integral $G^1$ of 3 eV (the exchange integral $\mathcal K$ between 6s and one 6p orbital is $G^1/3$), the $^2P$ term moves down by 0.13 eV at $\zeta=0$. With spin-orbit coupling the ground level moves down by 0.034 eV. The weight of $^2P$ times its shift, $0.29\times0.13\approx0.04$ eV, accounts for the size. The estimate is sensitive to the inputs. Unscreened Hartree–Fock integrals for the quartet atom, from a small-core pseudopotential, give $G^1\approx5.6$ eV and place 6p⁵ about 22 eV above $^2P$. With these values, and $F_2$ and $\zeta$ unchanged, the ground level moves down by about 0.09 eV.

*One radial function.* The $p_{1/2}$ orbital is more compact than $p_{3/2}$. To size the effect, multiply each quadrupole matrix element by $1.10^{1/4}$ for every $p_{1/2}$ orbital among its four. A product of two $p_{1/2}$ orbitals has no quadrupole part, because two angular momenta $\tfrac12$ cannot combine to 2. At most two of the four orbitals are then $p_{1/2}$, and the largest factor that acts is $1.10^{1/2}\approx1.05$. This moves the ground level down by 0.046 eV. The monopole integral changes too. The part linear in the number of $p_{1/2}$ electrons has the same form as $H_{so}$ plus a constant and is absorbed in $\zeta$; the remainder was not evaluated. Its size is not fixed by this estimate: $F^0$ is much larger than $F_2$, but the remainder is only a second difference of the monopole integrals.

With the rough inputs each of the two changes evaluated is about 5% of the lowering or less; with the Hartree–Fock inputs the first rises to about 10%. The monopole remainder, other configurations and the Breit interaction are left out, so these figures are not a total error.

For precursor energetics, let $x_{mol}$ be the spin-orbit energy change of a molecule containing one bismuth atom. Including spin-orbit coupling then changes the bismuth contribution to the atomization energy by $x-x_{mol}$. If the molecule is affected much less than the atom, a calculation without spin-orbit coupling overestimates the atomization energy by most of the atomic lowering, which is about 0.9 eV in this model. That condition must be checked case by case, because a closed-shell molecule is also lowered in second order. For BiH₃ (Bi–H 1.78 Å, right angles), two-component Hartree–Fock with a small-core spin-orbit pseudopotential gives $x-x_{mol}\approx-0.34$ eV, changing by less than 0.01 eV from a double- to a triple-zeta basis; at that level the unscreened $F_2$ also makes the atomic lowering smaller than in the model. The vanishing first-order shift of $^4S$ therefore gives no licence to omit the coupling. Apart from the Hartree–Fock figures, the model values in parts (i) and (j) come from the numerical output.

## Computed results

```
Spin-orbit matrix / zeta, order 4S 2D 2P:
    0.00000  0.00000  1.00000
    0.00000  0.00000  1.11803
    1.00000  1.11803  0.00000
Coulomb energies / F2 (4S 2D 2P): [-15.  -6.   0.]
F2 = 0.12 eV, zeta = 1.25 eV (rough, Bi-like)
Term gap 2D - 4S: 1.080 eV
Term gap 2P - 4S: 1.800 eV
Coupling 4S-2P: 1.2500 eV
Coupling 2D-2P: 1.3975 eV
J=3/2 levels from uncoupled 4S (eV): [-0.9066  0.5806  3.206 ]
J=3/2 levels from ground level (eV): [0.     1.4872 4.1126]
2D5/2 from ground level: 1.9866 eV
2P1/2 from ground level: 2.7066 eV
Lowering x, full: -0.9066 eV = -7312 cm^-1
Second-order term: -0.8681 eV
Fourth-order term: -0.4535 eV
Sum through fourth order: -1.3216 eV
Lowering with 2D removed: -0.6403 eV
Shift with 2P removed: 0.0000 eV
Ground weights 4S 2D 2P: [0.5598 0.1457 0.2945]
jj-limit weights 4S 2D 2P: [0.2222 0.2778 0.5   ]
jj-limit lowest energy / zeta: -1.5000
Fourth-order coefficient * F2^3: numeric -3.2059e-04, formula -3.2099e-04
Scan: zeta (eV), full x (eV), second order (eV), no 2D (eV)
   0.10  -0.00557  -0.00556  -0.00554
   0.50  -0.14766  -0.13889  -0.12956
   1.25  -0.90661  -0.86806  -0.64029
   2.50  -2.65122  -3.47222  -1.75707
Neglected s2p3-p5 mixing: s-p gap 9.0 eV, G1 3.0 eV (rough)
   coupling 2P(p3)-2P(p5): 1.4142 eV
   shift of 2P term at zeta = 0: -0.1272 eV
   change of ground level: -0.0340 eV
Neglected compact p1/2: quadrupole integral x 1.10 (rough)
   change of ground level: -0.0458 eV
```
